# Variance of a telegraph current averaged over a finite read window

Let a current jump between two levels that differ by $\Delta I$, and let the chance of a jump in a short time $dt$ be $k\,dt$ whichever level is occupied. Write the current as its midpoint plus $(\Delta I/2)\,\eta(t)$ with $\eta=\pm1$. After a time $t$, the product $\eta(0)\eta(t)$ is $+1$ if an even number of jumps has occurred and $-1$ if the number is odd. The jumps form a Poisson process, so

$$
\langle \eta(0)\eta(t)\rangle=\sum_{j=0}^{\infty}(-1)^j\frac{(kt)^j}{j!}e^{-kt}=e^{-kt}e^{-kt}=e^{-2kt}.
$$

The current forgets its level in a time $1/(2k)$, half the mean dwell time $1/k$. A read much shorter than this finds one level or the other, and its result has the full variance $(\Delta I/2)^2$. A read much longer samples both levels many times, and its average varies little from one read to the next. The variance between these extremes follows from the correlation function, and the two dwell times need not be equal.

In a memory cell the jumps can come from a single trap near the current path. Take the current to be $I_{\rm hi}$ when the trap is empty and $I_{\rm hi}-\Delta I$ when it is filled:

$$
I(t)=I_{\rm hi}-\Delta I\,n(t),\qquad n(t)\in\{0,1\}.
$$

The empty periods have mean length $\tau_c$, the filled periods $\tau_e$. All periods are independent and exponentially distributed, so the chance of a jump in the next instant depends on the present state alone. If $m(t)$ is the probability that the trap is filled, capture adds $(1-m)\,dt/\tau_c$ to it and emission removes $m\,dt/\tau_e$:

$$
\frac{dm}{dt}=\frac{1-m}{\tau_c}-\frac{m}{\tau_e}=\frac{p-m}{\tau},
$$

$$
\frac1\tau=\frac1{\tau_c}+\frac1{\tau_e},\qquad p=\frac{\tau}{\tau_c}=\frac{\tau_e}{\tau_c+\tau_e}.
$$

At $m=p$ capture and emission balance. The two rates add because an excess $m-p$ lowers the capture term by $(m-p)/\tau_c$ and raises the emission term by $(m-p)/\tau_e$, and both changes reduce the excess. The solution is

$$
m(t)=p+[m(s)-p]\,e^{-(t-s)/\tau},\qquad t\ge s.
$$

The covariance of the occupancy at two times needs the probability that the trap is filled at both. It is filled at $s$ with probability $m(s)$. Given that, the solution with starting value 1 says that it is filled at $t$ with probability $p+(1-p)e^{-(t-s)/\tau}$. Subtracting the product of the means gives

$$
\begin{aligned}
\mathrm{Cov}[n(s),n(t)]
&=m(s)\{p+(1-p)e^{-(t-s)/\tau}\}-m(s)\,m(t)\\
&=m(s)\{(1-p)-[m(s)-p]\}\,e^{-(t-s)/\tau}\\
&=m(s)[1-m(s)]\,e^{-(t-s)/\tau}.
\end{aligned}
$$

Now assume that the trap has reached its stationary occupancy before the read window opens, so that $m(s)=p$ throughout. The covariance of the current then depends on the lag $r=t-s$ alone:

$$
C(r)=\sigma^2e^{-|r|/\tau},\qquad \sigma^2=\Delta I^2\,p(1-p).
$$

The minus sign in front of $\Delta I$ has dropped out because it enters twice. For equal dwell times $1/k$ this returns $\sigma^2=(\Delta I/2)^2$ and $\tau=1/(2k)$.

The read returns the uniform average

$$
\bar I=\frac1T\int_0^T I(t)\,dt .
$$

Its variance is taken over an ensemble of reads, each opening at a time unrelated to the jumps. Squaring the deviation of the integral from its mean gives a double integral of $C$ over the square $0\le s,t\le T$. The halves $t>s$ and $t<s$ contribute equally. In the first, a given lag $r$ occurs for all earlier times from $0$ to $T-r$, so

$$
\mathrm{Var}(\bar I)=\frac1{T^2}\int_0^T\!\!\int_0^T C(t-s)\,ds\,dt
=\frac{2}{T^2}\int_0^T(T-r)\,C(r)\,dr .
$$

With $u=r/T$ and $x=T/\tau$ this becomes $\sigma^2F(x)$, where

$$
F(x)=2\int_0^1(1-u)e^{-xu}\,du .
$$

Integration by parts gives

$$
\begin{aligned}
\int_0^1(1-u)e^{-xu}du
&=\left[-\frac{(1-u)e^{-xu}}{x}\right]_0^1-\frac1x\int_0^1e^{-xu}du\\
&=\frac1x-\frac{1-e^{-x}}{x^2},
\end{aligned}
$$

and therefore

$$
\boxed{\mathrm{Var}(\bar I)=\Delta I^2\,p(1-p)\,\frac{2\,(x-1+e^{-x})}{x^2},\qquad x=\frac T\tau .}
$$

The integral form of $F$ shows its behaviour more directly than the closed form. The factor $e^{-xu}$ falls as $x$ grows, so at fixed $\tau$ a longer window always lowers the variance. Replacing $e^{-xu}$ by 1 gives $F\le1$. Replacing $1-u$ by 1 and extending the integral to infinity gives $F\le2/x$. The two bounds are also the limiting laws, and they cross at $x=2$, where $F=0.568$. A sharp switch from one law to the other would thus overstate the variance considerably near the crossing.

For a short window, expand the exponential:

$$
x-1+e^{-x}=\frac{x^2}{2}-\frac{x^3}{6}+\frac{x^4}{24}-\cdots,
\qquad
F=1-\frac x3+\frac{x^2}{12}-\cdots .
$$

The full variance returns as $T/\tau\to0$. The coefficient $1/3$ can be found by looking at individual reads. Let $\bar n$ be the fraction of the window during which the trap is filled. Its mean is $p$, so

$$
\mathrm{Var}(\bar n)=\langle\bar n^2\rangle-p^2
=p(1-p)-\langle\bar n(1-\bar n)\rangle .
$$

A read with no jump has $\bar n=0$ or $1$ and contributes nothing to the last term. Averaging reduces the variance only through reads that contain a jump and return an intermediate value. One full cycle lasts $\tau_c+\tau_e$ on average and contains two jumps, so the probability of a jump in a short window is $2T/(\tau_c+\tau_e)$ to first order. The jump falls at a uniformly distributed point of the window, for which $\bar n(1-\bar n)$ has mean $1/2-1/3=1/6$. The reduction is therefore

$$
\frac{2T}{\tau_c+\tau_e}\cdot\frac16=\frac{T}{3(\tau_c+\tau_e)}
=p(1-p)\frac{T}{3\tau},
$$

where the last step uses $p(1-p)/\tau=1/(\tau_c+\tau_e)$. This is the first correction in the expansion of $F$.

For a long window the exponential is negligible, and

$$
F\simeq\frac2x-\frac2{x^2},\qquad
\mathrm{Var}(\bar I)\simeq\frac{2\sigma^2\tau}{T}\quad(T\gg\tau).
$$

This is the variance of a mean of $T/(2\tau)$ independent samples. The factor 2 appears because a given instant is correlated with the current both before and after it, for about $\tau$ on each side. The variance falls as $1/T$ and the standard deviation as $1/\sqrt T$, so halving the standard deviation in this regime takes four times the window. The negative correction $-2/x^2$ comes from the window's ends, where part of the correlated neighbourhood lies outside.

The same limits can be read from the noise spectrum. With frequencies of both signs counted, the Fourier transform of $C$ is

$$
S_2(f)=2\sigma^2\int_0^\infty e^{-r/\tau}\cos(2\pi fr)\,dr
=\frac{2\sigma^2\tau}{1+(2\pi f\tau)^2}.
$$

Averaging over the window multiplies the amplitude at frequency $f$ by $\sin(\pi fT)/(\pi fT)$, up to a phase. Hence

$$
\mathrm{Var}(\bar I)=\int_{-\infty}^{\infty}S_2(f)
\left[\frac{\sin(\pi fT)}{\pi fT}\right]^2df .
$$

A short window passes the whole spectrum, whose area is $C(0)=\sigma^2$. A long window passes a band near zero frequency. The area of the squared weight is $1/T$, since by Parseval's theorem it equals the integral of the squared window height $1/T$ over the length $T$. The result is $S_2(0)/T=2\sigma^2\tau/T$, as before.

For a numerical case, take a filamentary hafnium-oxide resistive cell in its high-resistance state, with rough typical values: a read voltage of 0.10 V, an upper current of 1000 nA, a step of 100 nA, $\tau_c=30$ µs, $\tau_e=10$ µs and a temperature of 300 K. Then

$$
p=\frac{10}{30+10}=0.25,\qquad
\tau=\frac{30\times10}{30+10}\ \text{µs}=7.5\ \text{µs},
$$

$$
\sigma^2=(100\ \text{nA})^2\times0.25\times0.75=1875\ \text{nA}^2,
\qquad \sigma=43.3\ \text{nA}.
$$

The mean current is $1000-0.25\times100=975$ nA. For a window of 10 µs, $x=10/7.5=1.333$, and

$$
F=\frac{2(1.333-1+e^{-1.333})}{1.333^2}=0.672,
$$

$$
\sqrt{\mathrm{Var}(\bar I)}=43.3\sqrt{0.672}\ \text{nA}=35.5\ \text{nA},
$$

or 3.6% of the mean current. The same arithmetic for other windows gives the following standard deviations (s.d.).

| $T$ (µs) | $F$ | s.d. (nA) |
|---:|---:|---:|
| 0.1 | 0.996 | 43.2 |
| 1 | 0.957 | 42.4 |
| 10 | 0.672 | 35.5 |
| 100 | 0.139 | 16.1 |
| 1000 | 0.0149 | 5.3 |

Lengthening the read tenfold from 0.1 to 1 µs gains almost nothing. The reason lies in the share of reads without a jump. A trap found empty stays so throughout the window with probability $e^{-T/\tau_c}$, a filled one with probability $e^{-T/\tau_e}$, so the share is

$$
P_0=(1-p)e^{-T/\tau_c}+p\,e^{-T/\tau_e}.
$$

It is 0.995 at 0.1 µs and still 0.952 at 1 µs: nearly every read returns one of the two levels. At 100 µs it has dropped to 0.027. There the leading long-window law gives $F=0.150$, about 8% above the full value, and at 1000 µs the two differ by less than 1%.

The window that brings the standard deviation down to 10 nA follows from $F=q$ with $q=100/1875$. Since $q$ is small, $x$ is large and the exponential can be dropped. The condition $qx^2-2x+2=0$ has the larger root

$$
x=\frac{1+\sqrt{1-2q}}{q},\qquad T=x\tau=273.5\ \text{µs}.
$$

The smaller root lies near $x=1$, where dropping the exponential is not allowed. The leading law alone would give $T=2\tau\sigma^2/(100\ \text{nA}^2)=281$ µs. It is longer by about one correlation time, because $\sqrt{1-2q}\simeq1-q$ turns the root into $x\simeq2/q-1$.

All this rests on a stationary trap at the start of the read. If the read voltage changes the capture or emission rate, the trap may instead start from the occupancy it had at rest. Consider the extreme case in which it is empty at the start of every read. Then $m(s)=p(1-e^{-s/\tau})$, and with $v=s/\tau$ the variance at the earlier time is

$$
m(1-m)=p\left[(1-p)-(1-2p)e^{-v}-p\,e^{-2v}\right].
$$

The covariance found earlier still holds. Integrating it over the later time gives $\tau(1-e^{-(T-s)/\tau})$. With $E=e^{-x}$,

$$
\mathrm{Var}(\bar n)=\frac2{x^2}\int_0^x m(1-m)\,(1-E\,e^{v})\,dv .
$$

The three integrals needed are

$$
\begin{aligned}
\int_0^x(1-Ee^v)\,dv&=x-1+E,\\
\int_0^xe^{-v}(1-Ee^v)\,dv&=1-E-xE,\\
\int_0^xe^{-2v}(1-Ee^v)\,dv&=\tfrac12(1-E^2)-E(1-E)=\tfrac12(1-E)^2,
\end{aligned}
$$

so that

$$
\begin{aligned}
\mathrm{Var}(\bar n)=\frac{2p}{x^2}\Big[&(1-p)(x-1+E)-(1-2p)(1-E-xE)\\
&-\tfrac p2(1-E)^2\Big].
\end{aligned}
$$

For a long window the term linear in $x$ dominates and gives $2p(1-p)/x$, the stationary law. For a short one the variance vanishes instead of being full. To first order a capture occurs within the window with probability $T/\tau_c$. The trap is then filled for a uniformly distributed fraction of the window, whose mean square is $1/3$. The squared mean of $\bar n$ is of second order, so

$$
\mathrm{Var}(\bar n)\simeq\frac{T}{3\tau_c}=\frac{px}{3}\qquad(T\ll\tau).
$$

The mean current also shifts. Averaging $m(s)$ over the window gives $\langle\bar n\rangle=p[1-(1-E)/x]$, which places the mean current above its stationary value by $\Delta I\,p(1-E)/x$. In the example, a window of 0.1 µs now has a standard deviation of 3.3 nA instead of 43.2 nA, with the mean raised by 24.8 nA. At 10 µs the figures are 23.0 nA instead of 35.5 nA, and 13.8 nA. At 1000 µs the standard deviation is 5.27 nA against 5.28 nA, and the mean is raised by 0.2 nA. A fast read that starts from a known trap state is thus quiet but biased: its result has not yet settled to the stationary mean.

A second trap limits the other end of the scale. If two traps switch independently and their current steps add, their covariance functions add, and so do the variances of the averages. Add to the example a weak, slow trap with a step of 10 nA and mean dwell times of 2000 µs in each state. Its correlation time is 1000 µs and its full variance $(10\ \text{nA})^2/4=25$ nA². At $T=1000$ µs it has $x=1$ and $F=2/e$, which leaves a standard deviation of

$$
\sqrt{25\times2/e}\ \text{nA}=4.3\ \text{nA}.
$$

Together with the 5.3 nA of the fast trap, the total is 6.8 nA. The slow trap has a tenth of the step, yet its variance is 66% of the fast trap's at this window; at 100 µs it was 9%. The $1/T$ law of the total sets in only when the window is long compared with the slowest correlation time that matters.

Thermal and shot noise are smaller here. Suppose that electrons cross a tunnel gap as independent events, forward at rate $\Gamma_+$ and backward at rate $\Gamma_-$, with $\Gamma_+/\Gamma_-=e^{eV/k_BT_0}$ at temperature $T_0$, where $e$ in the exponent's numerator and below is the elementary charge. The net current is $I=e(\Gamma_+-\Gamma_-)$. The two Poisson counts have variances $\Gamma_\pm T$, which add, and the averaged current has the variance

$$
\frac{e^2(\Gamma_++\Gamma_-)}{T}=\frac{eI}{T}\coth\frac{eV}{2k_BT_0}.
$$

With $I=1000$ nA this is a standard deviation of 1.3 nA at 0.1 µs and 0.013 nA at 1000 µs, far below the telegraph noise with a stationary start. Beside the 3.3 nA of the known-start read at 0.1 µs, however, it is no longer negligible.

Temperature matters more. Suppose that capture and emission share an activation energy of 0.50 eV, a rough assumed value, and that the step stays fixed. Heating the cell from 300 K to 358 K multiplies both rates by

$$
\exp\left[\frac{0.50\ \text{eV}}{k_B}\left(\frac1{300\ \text{K}}-\frac1{358\ \text{K}}\right)\right]=23.
$$

The occupancy $p$ and the full variance are unchanged, but $\tau$ drops to 0.33 µs. A window of 10 µs then lies in the long regime, and its standard deviation falls from 35.5 to 10.9 nA. Under these assumptions the hot cell reads more quietly because its trap switches faster. A shared activation energy is an idealisation: if the ratio $\tau_c/\tau_e=3$ comes from an energy offset of the trap level, $k_B\times300\ \text{K}\times\ln3=28$ meV, the two activation energies differ by that amount, $p$ rises to 0.285 at 358 K, and the standard deviation is 11 to 12 nA. Self-heating by the read depends on a poorly known thermal resistance: the power is $0.10\ \text{V}\times1000\ \text{nA}=10^{-7}$ W, and a rough thermal resistance of $10^6$ K/W gives 0.1 K and a rate change of 0.65%. A filament only a few nanometres wide can reach $10^7$ K/W or more, and $10^7$ K/W gives 1 K and a rate change of about 7%. Across a gap of 2 nm the field is 0.5 MV/cm, a tenth of a rough breakdown field of 5 MV/cm. For a barrier of at least 1 eV and an effective mass of at least a tenth of the free-electron mass, however, direct tunnelling through 2 nm of oxide would need a filament well over 10 nm wide to carry 1000 nA at this voltage. In a narrower filament the gap must be nearer 1 nm, where the field is 1 MV/cm, or the current must pass through defects in the gap, and the shot-noise formula above is then only a rough guide.

Set beside real filamentary oxide cells, the example's current, voltage and relative step are of a plausible size, but its dwell times are one choice from a range that spans many decades between traps. Two assumptions that may fail are the single trap and the stationary start. For the numbers above, the slow second trap moves the standard deviation at 1000 µs from 5.3 to 6.8 nA. At 0.1 µs, a trap that is empty at the start of every read lowers it from 43 to 3 nA, while one that is filled at the start of half the reads raises it to 50 nA. Both starts bias the mean. The formula also describes one cell with fixed rates and a fixed step; differences in mean current between cells add a spread that lengthening the read does not remove. When the variance is estimated from a series of reads of one cell, the series must span many correlation times. Reads crowded into a shorter span are positively correlated, and their scatter about their own mean is on average smaller than $\mathrm{Var}(\bar I)$.

All numerical values are calculated from the stated model.
